**Mean inner potential of superposed hydrogen atoms**

For neutral 1s atoms at number density n, the cell-averaged potential deep inside a slab exceeds vacuum by 2πn e a0², where e is the elementary charge and a0 the Bohr radius; in atomic units this is 2πn. The program asserts the one-atom potential and its volume integral against quadrature of the charge density, and the second-moment rule for 1s and 2s clouds. It also asserts the average in a finite three-dimensional slab with overlapping atoms, where the direct sum and 2πn both print as 0.299199 hartree/e. A further assertion compares the layer potential with lateral quadrature, and window averages are asserted inside the slab and in vacuum. For 5×10²¹ hydrogen atoms per cm³ the output gives 0.1267 V. Hartree–Fock second moments of SiH4 and its free atoms give an estimated bonding shift of −0.067 to −0.072 V, depending on the basis. The bonding, silicon-host and surface-dipole figures are size estimates, not asserted results.

## Program and output

```python
# Result under test: a slab of superposed neutral hydrogen 1s atoms with
# number density n has a cell-averaged interior electrostatic potential
#     V_in - V_vac = 2 pi n e a0^2   (Gaussian),  = 2 pi n in atomic units.
# Symbols: r distance from a nucleus, phi potential of one neutral atom,
# sigma atoms per area in one layer, d layer spacing, <r^2> second moment
# of the electron cloud. Atomic units are used unless a name says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from pyscf import gto, scf

pi = np.pi
bohr_m = const.physical_constants["Bohr radius"][0]
hartree_V = const.physical_constants["Hartree energy in eV"][0]
bohr_nm = bohr_m * 1e9


def density_1s(r):
    return np.exp(-2 * r) / pi


def density_2s(r):
    return (2 - r) ** 2 * np.exp(-r) / (32 * pi)


def potential_from_density(r, density, r_max):
    """Proton plus cloud, from Gauss's law for a neutral atom."""
    return quad(lambda s: 4 * pi * s * s * density(s) * (1 / r - 1 / s),
                r, r_max, epsabs=1e-12, limit=200)[0]


def phi_1s(r):
    return (1 / r + 1) * np.exp(-2 * r)


# --- One atom: potential, volume integral, second-moment rule ---
for r in (0.2, 1.0, 2.5, 5.0):
    assert abs(potential_from_density(r, density_1s, 40) - phi_1s(r)) < 1e-8

volume_integral = {}
second_moment = {}
for name, density, r_max in (("1s", density_1s, 30), ("2s", density_2s, 70)):
    volume_integral[name] = quad(
        lambda r: 4 * pi * r * r * potential_from_density(r, density, r_max),
        1e-9, r_max, epsabs=1e-8, limit=200)[0]
    second_moment[name] = quad(
        lambda r: 4 * pi * r ** 4 * density(r), 0, r_max, limit=200)[0]
    rule = 2 * pi / 3 * second_moment[name]
    assert abs(volume_integral[name] / rule - 1) < 1e-6
assert abs(volume_integral["1s"] - 2 * pi) < 1e-6
assert abs(second_moment["1s"] - 3) < 1e-8


# --- Off-centre point charge: integral of its potential over a sphere ---
def shell_integral(r, offset):
    # cos(theta) = 1 - u^2 removes the endpoint singularity
    def integrand(u):
        return 2 * u / np.sqrt((r - offset) ** 2 + 2 * r * offset * u * u)
    return 2 * pi * r * r * quad(integrand, 0, np.sqrt(2), limit=200)[0]


sphere_radius, offset = 3.0, 1.3
sphere_numeric = (quad(shell_integral, 0, offset, args=(offset,))[0]
                  + quad(shell_integral, offset, sphere_radius,
                         args=(offset,))[0])
sphere_formula = 2 * pi * sphere_radius ** 2 - 2 * pi * offset ** 2 / 3
assert abs(sphere_numeric / sphere_formula - 1) < 1e-5

# --- Three-dimensional finite slab, summed atom by atom ---
cell = np.array([3.0, 3.5, 4.0])
basis_positions = np.array([[0, 0, 0], [1 / 3, 1 / 4, 5 / 12]])
n_layers_cells = 11


def slab_cell_average(points_per_edge):
    fractions = (np.arange(points_per_edge) + 0.5) / points_per_edge
    x = (fractions * cell[0])[:, None, None]
    y = (fractions * cell[1])[None, :, None]
    z = (fractions * cell[2])[None, None, :]
    total = np.zeros((points_per_edge,) * 3)
    half = n_layers_cells // 2
    for i in range(-half, half + 1):
        for j in range(-half, half + 1):
            for k in range(-half, half + 1):
                for b in basis_positions:
                    ax, ay, az = (b + np.array([i, j, k])) * cell
                    r = np.sqrt((x - ax) ** 2 + (y - ay) ** 2 + (z - az) ** 2)
                    total += phi_1s(r)
    return total.mean()


coarse, fine = slab_cell_average(12), slab_cell_average(24)
# the 1/r peaks give a midpoint error proportional to the step squared
slab_mean = (4 * fine - coarse) / 3
slab_density = len(basis_positions) / np.prod(cell)
assert abs(slab_mean - 2 * pi * slab_density) < 1e-5


# --- Layer picture ---
def layer_potential(z, sigma):
    z = abs(z)
    return pi * sigma * (1.5 + z) * np.exp(-2 * z)


for z in (0.3, 1.0, 3.0):
    lateral = quad(lambda s: 2 * pi * s * phi_1s(np.hypot(s, z)), 0, 40,
                   epsabs=1e-12, limit=200)[0]
    assert abs(lateral - layer_potential(z, 1.0)) < 1e-8


def window_mean(centre, spacing, sigma, layers):
    """Average over one layer spacing of the laterally averaged potential."""
    low, high = centre - spacing / 2, centre + spacing / 2
    inside = [p for p in layers if low < p < high]
    value = quad(lambda z: sum(layer_potential(z - p, sigma) for p in layers),
                 low, high, points=inside or None, epsabs=1e-13, limit=200)[0]
    return value / spacing


# --- Worked example: hydrogen in hydrogenated amorphous silicon ---
n_H_cm3, n_Si_cm3 = 5e21, 4.5e22
n_H = n_H_cm3 * 1e6 * bohr_m ** 3
n_Si = n_Si_cm3 * 1e6 * bohr_m ** 3
mean_hartree = 2 * pi * n_H
mean_V = mean_hartree * hartree_V
mean_V_SI = n_H_cm3 * 1e6 * const.e * bohr_m ** 2 / (2 * const.epsilon_0)
assert abs(mean_V / mean_V_SI - 1) < 1e-7

spacing = n_H ** (-1 / 3)
sigma = n_H * spacing
layer_count = 17
layers = [spacing * (k - layer_count // 2) for k in range(layer_count)]
window_V = window_mean(0.37 * spacing, spacing, sigma, layers) * hartree_V
vacuum_V = window_mean(layers[-1] + 3 * spacing, spacing, sigma,
                       layers) * hartree_V
assert abs(window_V / mean_V - 1) < 1e-6
assert abs(vacuum_V) < 1e-8
planar_max_V = sum(layer_potential(p, sigma) for p in layers) * hartree_V
planar_min_V = sum(layer_potential(spacing / 2 - p, sigma)
                   for p in layers) * hartree_V

# --- Neglected effects: silicon host and charge rearrangement on bonding ---
bond_angstrom = 1.48
bond = bond_angstrom * 1e-10 / bohr_m
c = bond_angstrom / np.sqrt(3)
silane = [["Si", (0, 0, 0)], ["H", (c, c, c)], ["H", (c, -c, -c)],
          ["H", (-c, c, -c)], ["H", (-c, -c, c)]]


def electron_second_moment(atoms, spin, basis):
    mol = gto.M(atom=atoms, basis=basis, spin=spin, unit="Angstrom",
                verbose=0)
    solver = scf.UHF(mol) if spin else scf.RHF(mol)
    solver.max_cycle = 200
    solver.kernel()
    assert solver.converged
    matrix = np.asarray(solver.make_rdm1())
    if matrix.ndim == 3:
        matrix = matrix.sum(axis=0)
    return float(np.einsum("ij,ji->", mol.intor("int1e_r2"), matrix))


bonding = {}
for basis in ("cc-pvtz", "aug-cc-pvdz"):
    r2_H = electron_second_moment([["H", (0, 0, 0)]], 1, basis)
    r2_Si = electron_second_moment([["Si", (0, 0, 0)]], 2, basis)
    r2_silane = electron_second_moment(silane, 0, basis) - 4 * bond ** 2
    assert abs(r2_H - 3) < 0.1  # finite Gaussian basis
    change = (r2_silane - r2_Si - 4 * r2_H) / 4
    bonding[basis] = (r2_H, r2_Si, r2_silane, change,
                      2 * pi / 3 * change * n_H * hartree_V)
host_V = 2 * pi / 3 * bonding["aug-cc-pvdz"][1] * n_Si * hartree_V

# --- Neglected effect: a dipole layer at the surface ---
dipole_debye = 0.1
debye_Cm = 1e-21 / const.c
surface_per_m2 = (n_H_cm3 * 1e6) ** (2 / 3)
dipole_step_V = surface_per_m2 * dipole_debye * debye_Cm / const.epsilon_0

print("ONE ATOM (atomic units)")
print(f"1s volume integral of potential: {volume_integral['1s']:.6f}")
print(f"2 pi: {2 * pi:.6f}")
print(f"1s second moment: {second_moment['1s']:.6f} bohr^2")
print(f"2s volume integral of potential: {volume_integral['2s']:.5f}")
print(f"2s second moment: {second_moment['2s']:.5f} bohr^2")
print(f"Point charge in sphere, numeric: {sphere_numeric:.5f}")
print(f"Point charge in sphere, formula: {sphere_formula:.5f}")
print("THREE-DIMENSIONAL TEST SLAB (atomic units)")
print(f"Cell edges: {cell[0]:.1f}, {cell[1]:.1f}, {cell[2]:.1f} bohr")
print(f"Atoms per cell: {len(basis_positions)}")
print(f"Number density: {slab_density:.6f} bohr^-3")
print(f"Summed interior mean: {slab_mean:.6f} hartree/e")
print(f"2 pi n: {2 * pi * slab_density:.6f} hartree/e")
print("EXAMPLE: HYDROGEN IN AMORPHOUS SILICON")
print(f"Hydrogen density: {n_H_cm3:.2e} cm^-3")
print(f"Hydrogen density: {n_H:.4e} bohr^-3")
print(f"Bohr radius: {bohr_nm:.6f} nm")
print(f"Mean potential: {mean_hartree:.4e} hartree/e")
print(f"Mean potential: {mean_V:.4f} V")
print(f"Mean potential from SI form: {mean_V_SI:.4f} V")
print(f"Layer spacing: {spacing * bohr_nm:.4f} nm")
print(f"Number of layers: {layer_count}")
print(f"Slab thickness: {layer_count * spacing * bohr_nm:.2f} nm")
print(f"Window mean inside slab: {window_V:.4f} V")
print(f"Window mean in vacuum: {vacuum_V:.1e} V")
print(f"Planar average on a layer: {planar_max_V:.4f} V")
print(f"Planar average midway: {planar_min_V:.2e} V")
print("NEGLECTED EFFECTS")
print(f"Si-H bond length used: {bond_angstrom / 10:.3f} nm")
for basis, values in bonding.items():
    print(f"Hartree-Fock basis: {basis}")
    print(f"  H second moment: {values[0]:.4f} bohr^2")
    print(f"  Si second moment: {values[1]:.3f} bohr^2")
    print(f"  SiH4 net second moment: {values[2]:.3f} bohr^2")
    print(f"  Bonding change per H: {values[3]:.3f} bohr^2")
    print(f"  Bonding shift of mean: {values[4]:.4f} V")
print(f"Silicon density: {n_Si_cm3:.2e} cm^-3")
print(f"Silicon host share of mean: {host_V:.2f} V")
print(f"Surface dipole per H: {dipole_debye:.2f} debye")
print(f"Surface H density: {surface_per_m2 * 1e-18:.3f} nm^-2")
print(f"Surface dipole step: {dipole_step_V:.4f} V")
print("success")
```

Running it gives:

```
ONE ATOM (atomic units)
1s volume integral of potential: 6.283185
2 pi: 6.283185
1s second moment: 3.000000 bohr^2
2s volume integral of potential: 87.96459
2s second moment: 42.00000 bohr^2
Point charge in sphere, numeric: 53.00914
Point charge in sphere, formula: 53.00914
THREE-DIMENSIONAL TEST SLAB (atomic units)
Cell edges: 3.0, 3.5, 4.0 bohr
Atoms per cell: 2
Number density: 0.047619 bohr^-3
Summed interior mean: 0.299199 hartree/e
2 pi n: 0.299199 hartree/e
EXAMPLE: HYDROGEN IN AMORPHOUS SILICON
Hydrogen density: 5.00e+21 cm^-3
Hydrogen density: 7.4092e-04 bohr^-3
Bohr radius: 0.052918 nm
Mean potential: 4.6554e-03 hartree/e
Mean potential: 0.1267 V
Mean potential from SI form: 0.1267 V
Layer spacing: 0.5848 nm
Number of layers: 17
Slab thickness: 9.94 nm
Window mean inside slab: 0.1267 V
Window mean in vacuum: 9.4e-25 V
Planar average on a layer: 1.0500 V
Planar average midway: 1.56e-04 V
NEGLECTED EFFECTS
Si-H bond length used: 0.148 nm
Hartree-Fock basis: cc-pvtz
  H second moment: 2.9911 bohr^2
  Si second moment: 31.929 bohr^2
  SiH4 net second moment: 37.556 bohr^2
  Bonding change per H: -1.584 bohr^2
  Bonding shift of mean: -0.0669 V
Hartree-Fock basis: aug-cc-pvdz
  H second moment: 3.0240 bohr^2
  Si second moment: 32.334 bohr^2
  SiH4 net second moment: 37.585 bohr^2
  Bonding change per H: -1.711 bohr^2
  Bonding shift of mean: -0.0723 V
Silicon density: 4.50e+22 cm^-3
Silicon host share of mean: 12.29 V
Surface dipole per H: 0.10 debye
Surface H density: 2.924 nm^-2
Surface dipole step: 0.1102 V
success
```
